# The Surface-State Pole of a Dimerized Chain and Its Residue: test program

```python
"""Surface-state pole of a semi-infinite dimerized chain.

Result under test: with on-site energy e0, first bond v and second bond w
(alternating afterwards), the end-site Green function g(E) has a pole at E = e0
with residue 1 - (v/w)^2 if v < w, and has no pole if v >= w.
Symbols: z = E - e0; eta = imaginary part of E; energies in hartree.
Long finite chains supply the reference values computed from the definition.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solve_banded

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def bonds(v, w, n_sites):
    return np.where(np.arange(n_sites - 1) % 2 == 0, v, w)


def hamiltonian(e0, v, w, n_sites):
    t = bonds(v, w, n_sites)
    return e0 * np.eye(n_sites) + np.diag(t, 1) + np.diag(t, -1)


def g_definition(energy, e0, v, w, n_sites=2000):
    """First element of the resolvent, by solving (E - H) x = e_1."""
    t = bonds(v, w, n_sites)
    band = np.zeros((3, n_sites), dtype=complex)
    band[0, 1:] = -t
    band[1, :] = energy - e0
    band[2, :-1] = -t
    rhs = np.zeros(n_sites, dtype=complex)
    rhs[0] = 1.0
    return solve_banded((1, 1), band, rhs)[0]


def g_formula(energy, e0, v, w, sheet=1):
    """Closed form; sheet=1 is physical, sheet=-1 is the rejected root."""
    z = energy - e0
    root = z**2 * np.sqrt(1 - (v + w)**2 / z**2) * np.sqrt(1 - (v - w)**2 / z**2)
    return (z**2 + w**2 - v**2 - sheet * root) / (2 * z * w**2)


def contour_residue(e0, v, w, sheet=1, points=400):
    """Integral of g/(2 pi i) on a circle around e0 lying inside the gap."""
    angle = 2 * np.pi * (np.arange(points) + 0.5) / points
    dz = 0.5 * abs(w - v) * np.exp(1j * angle)
    return np.mean(g_formula(e0 + dz, e0, v, w, sheet) * dz)


def states_outside_bands(e0, v, w, n_sites=400):
    """Energies relative to e0, and end-site weights, of non-band states."""
    energy, vec = np.linalg.eigh(hamiltonian(e0, v, w, n_sites))
    x = np.abs(energy - e0)
    outside = (x < abs(w - v) - 1e-9) | (x > v + w + 1e-9)
    return energy[outside] - e0, vec[0, outside]**2


def band_moment(v, w, power):
    """Moment of the end-site band density (both bands) by quadrature."""
    low, high = abs(w - v), v + w

    def density(x):
        product = max((high**2 - x**2) * (x**2 - low**2), 0.0)
        return np.sqrt(product) / (2 * np.pi * w**2 * x)

    return 2 * quad(lambda x: x**power * density(x), low, high,
                    epsabs=1e-13, epsrel=1e-10, limit=200)[0]


e0, v, w = -0.20, 0.06, 0.10
residue = 1 - (v / w)**2

# Closed form against the resolvent, in bands, in the gap and outside
for a, b in ((v, w), (w, v), (w, w)):
    for x in (-0.25, -0.10, 0.0, 0.03, 0.12):
        energy = e0 + x + 0.01j
        exact = g_definition(energy, e0, a, b)
        assert abs(g_formula(energy, e0, a, b) - exact) < 1e-8 * abs(exact)

# Pole position, number of poles and residue
gap_energy, gap_weight = states_outside_bands(e0, v, w)
assert len(gap_energy) == 2          # one state for each end of the even chain
assert np.max(np.abs(gap_energy)) < 1e-12
assert abs(gap_weight.sum() - residue) < 1e-10
res_contour = contour_residue(e0, v, w)
assert abs(res_contour - gap_weight.sum()) < 1e-10

# Exchanged bonds: no state, no physical pole, negative residue on other root
swap_energy, swap_weight = states_outside_bands(e0, w, v)
swap_contour = contour_residue(e0, w, v)
swap_other = contour_residue(e0, w, v, sheet=-1)
assert len(swap_energy) == 0
assert abs(swap_contour) < 1e-10
assert abs(swap_other - (1 - (w / v)**2)) < 1e-10

# Equal bonds: eta*|g| must vanish with eta, so there is no pole
eta_equal = 1e-3
equal_value = eta_equal * abs(g_definition(e0 + 1j * eta_equal, e0, w, w, 20000))
equal_smaller = 0.1 * eta_equal * abs(
    g_definition(e0 + 0.1j * eta_equal, e0, w, w, 40000))
assert equal_value < 0.02 and equal_smaller < 0.11 * equal_value

# Surface-state vector: an odd chain has a single state at e0
energy_odd, vec_odd = np.linalg.eigh(hamiltonian(e0, v, w, 401))
psi = vec_odd[:, np.argmin(np.abs(energy_odd - e0))]
psi = psi * np.sign(psi[0])
assert np.max(np.abs(psi[1:20:2])) < 1e-10
assert np.allclose(psi[2:20:2] / psi[0:18:2], -v / w, atol=1e-8)
assert abs(psi[0]**2 - residue) < 1e-10

# Band weight and moments of the spectral density
band_weight = band_moment(v, w, 0)
swap_band_weight = band_moment(w, v, 0)
assert abs(band_weight + gap_weight.sum() - 1) < 1e-7
assert abs(band_weight - (v / w)**2) < 1e-7
assert abs(swap_band_weight - 1) < 1e-7
for a, b in ((v, w), (w, v)):
    h_small = hamiltonian(0.0, a, b, 12)
    for power in (2, 4):
        direct = np.linalg.matrix_power(h_small, power)[0, 0]
        assert abs(band_moment(a, b, power) / direct - 1) < 1e-6

# Approach to the residue at finite broadening
coefficient = v**2 / (w**2 * (w**2 - v**2))
etas = (0.01, 0.003, 0.001)
estimates = [-eta * g_definition(e0 + 1j * eta, e0, v, w).imag for eta in etas]
assert abs(estimates[-1] - residue - coefficient * etas[-1]**2) < 1e-7

# Scan of the bond ratio, on both sides of the transition
ratios = (0.2, 0.4, 0.6, 0.8, 0.9, 1.25)
scan = []
for ratio in ratios:
    weight = states_outside_bands(e0, ratio * w, w)[1].sum()
    assert abs(weight - max(0.0, 1 - ratio**2)) < 1e-9
    scan.append(weight)

print(f"on-site energy e0 = {e0:.2f} hartree")
print(f"first bond v = {v:.2f} hartree, second bond w = {w:.2f} hartree")
print(f"ratio v/w = {v / w:.2f}")
print(f"inner band edges: {e0 - (w - v):.2f} and {e0 + (w - v):.2f} hartree")
print(f"outer band edges: {e0 - (w + v):.2f} and {e0 + (w + v):.2f} hartree")
print(f"gap width = {2 * abs(w - v):.2f} hartree = "
      f"{2 * abs(w - v) * HARTREE_EV:.3f} eV")
pole = e0 + gap_energy.mean()
print(f"pole energy (diagonalization) = {pole:.6f} hartree = "
      f"{pole * HARTREE_EV:.3f} eV")
print(f"residue, formula 1-(v/w)^2 = {residue:.6f}")
print(f"residue, contour integral of g = {res_contour.real:.6f}")
print(f"residue, end-site weight from diagonalization = {gap_weight.sum():.6f}")
for site in range(5):
    print(f"surface state, site {site + 1}: amplitude {psi[site] + 0.0:.4f}, "
          f"probability {psi[site]**2:.4f}")
print(f"band weight on end site (quadrature) = {band_weight:.6f}")
print(f"broadening coefficient = {coefficient:.2f} hartree^-2")
for eta, estimate in zip(etas, estimates):
    print(f"-eta Im g at eta = {eta:.3f} hartree: {estimate:.6f}")
print(f"exchanged bonds: v = {w:.2f} hartree, w = {v:.2f} hartree")
print(f"exchanged: number of states outside bands = {len(swap_energy)}")
print(f"exchanged: physical residue magnitude = {abs(swap_contour):.6f}")
print(f"exchanged: residue of rejected root = {swap_other.real:.6f}")
print(f"exchanged: band weight on end site = {swap_band_weight:.6f}")
print(f"equal bonds v = w = {w:.2f} hartree: eta|g| = {equal_value:.6f} "
      f"at eta = {eta_equal:.4f} hartree")
print(f"equal bonds: eta|g| = {equal_smaller:.6f} "
      f"at eta = {0.1 * eta_equal:.4f} hartree")
for ratio, weight in zip(ratios, scan):
    print(f"scan v/w = {ratio:.2f}: end-site weight of gap states = {weight:.4f}")
print("all assertions hold")
```

Output:

```
on-site energy e0 = -0.20 hartree
first bond v = 0.06 hartree, second bond w = 0.10 hartree
ratio v/w = 0.60
inner band edges: -0.24 and -0.16 hartree
outer band edges: -0.36 and -0.04 hartree
gap width = 0.08 hartree = 2.177 eV
pole energy (diagonalization) = -0.200000 hartree = -5.442 eV
residue, formula 1-(v/w)^2 = 0.640000
residue, contour integral of g = 0.640000
residue, end-site weight from diagonalization = 0.640000
surface state, site 1: amplitude 0.8000, probability 0.6400
surface state, site 2: amplitude 0.0000, probability 0.0000
surface state, site 3: amplitude -0.4800, probability 0.2304
surface state, site 4: amplitude 0.0000, probability 0.0000
surface state, site 5: amplitude 0.2880, probability 0.0829
band weight on end site (quadrature) = 0.360000
broadening coefficient = 56.25 hartree^-2
-eta Im g at eta = 0.010 hartree: 0.645492
-eta Im g at eta = 0.003 hartree: 0.640505
-eta Im g at eta = 0.001 hartree: 0.640056
exchanged bonds: v = 0.10 hartree, w = 0.06 hartree
exchanged: number of states outside bands = 0
exchanged: physical residue magnitude = 0.000000
exchanged: residue of rejected root = -1.777778
exchanged: band weight on end site = 1.000000
equal bonds v = w = 0.10 hartree: eta|g| = 0.009950 at eta = 0.0010 hartree
equal bonds: eta|g| = 0.001000 at eta = 0.0001 hartree
scan v/w = 0.20: end-site weight of gap states = 0.9600
scan v/w = 0.40: end-site weight of gap states = 0.8400
scan v/w = 0.60: end-site weight of gap states = 0.6400
scan v/w = 0.80: end-site weight of gap states = 0.3600
scan v/w = 0.90: end-site weight of gap states = 0.1900
scan v/w = 1.25: end-site weight of gap states = 0.0000
all assertions hold
```
